# Why silicon depletion modulators favour p-type material under the optical mode: a numerical check

```python
"""Free-carrier dispersion and junction placement in silicon.

Result under test: near 1.55 um, the Soref-Bennett empirical fit gives
holes a larger index change per absorption than electrons at practical
doping. An equally doped depletion modulator then works better with
its mode centre in p silicon than in the mirror-image placement.

N: carrier density (cm^-3); dn: magnitude of index change;
alpha: power absorption (cm^-1); merit F = dn/alpha;
s: junction position relative to mode centre (um), p silicon at x < s;
w: depletion width on each side (um); U: integral of mode intensity.
The fit coefficients are empirical inputs, not results of this program.
"""
from itertools import product
import numpy as np
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid, trapezoid
from scipy.optimize import brentq
from scipy.sparse import diags
from scipy.sparse.linalg import eigs

wavelength = 1.55
k0 = 2 * np.pi / wavelength
A_e, A_h, power_h = 8.8e-22, 8.5e-18, 0.8
k_e, k_h = 8.5e-18, 6.0e-18
to_db = 10 / np.log(10)


def carrier_response(N):
    """Return hole dn, electron dn, hole alpha, electron alpha."""
    return A_h * N**power_h, A_e * N, k_h * N, k_e * N


def merit_ratio(N):
    dn_h, dn_e, al_h, al_e = carrier_response(N)
    return (dn_h / al_h) / (dn_e / al_e)


def carrier_ratio(N):
    dn_h, dn_e, _, _ = carrier_response(N)
    return dn_h / dn_e


# Crossings: numerical roots against closed expressions.
N_merit = (A_h * k_e / (k_h * A_e))**5
N_carrier = (A_h / A_e)**5
root_merit = 10**brentq(lambda y: np.log(merit_ratio(10**y)), 15, 24)
root_carrier = 10**brentq(lambda y: np.log(carrier_ratio(10**y)), 15, 24)
assert np.isclose(root_merit, N_merit, rtol=1e-8)
assert np.isclose(root_carrier, N_carrier, rtol=1e-8)
for N in np.logspace(17, 19, 41):
    dn_h, dn_e, al_h, al_e = carrier_response(N)
    assert dn_h > dn_e and al_h < al_e and merit_ratio(N) > 1

print("Soref-Bennett inputs, density in cm^-3, absorption in cm^-1")
print(f"A_e={A_e:.1e}, A_h={A_h:.1e}, hole exponent={power_h}")
print(f"k_e={k_e:.1e}, k_h={k_h:.1e}; wavelength={wavelength} um")
print("Material: N cm^-3 | dn_h, dn_e | alpha_h, alpha_e cm^-1")
for N in (1e17, 1e18, 1e19):
    dn_h, dn_e, al_h, al_e = carrier_response(N)
    print(f"{N:.0e} | {dn_h:.3e}, {dn_e:.3e} | {al_h:.2f}, {al_e:.2f}")
print("N cm^-3 | F_h, F_e um | ratio | pi loss h, e dB | safe error %")
for N in (1e17, 1e18, 1e19):
    dn_h, dn_e, al_h, al_e = carrier_response(N)
    F_h, F_e = 1e4 * dn_h / al_h, 1e4 * dn_e / al_e
    ratio = F_h / F_e
    safe = (np.sqrt(ratio) - 1) / (np.sqrt(ratio) + 1)
    for scale, survives in ((0.99, True), (1.01, False)):
        choices = (1 - scale * safe, 1 + scale * safe)
        worst = min(ratio * a * d / (b * c)
                    for a, b, c, d in product(choices, repeat=4))
        assert (worst > 1) == survives
    # Loss over a pi length, from propagation length and absorption.
    loss_h = to_db * al_h * wavelength * 1e-4 / (2 * dn_h)
    loss_e = to_db * al_e * wavelength * 1e-4 / (2 * dn_e)
    assert np.isclose(loss_h, to_db * wavelength / (2 * F_h))
    print(f"{N:.0e} | {F_h:.3f}, {F_e:.3f} | {ratio:.2f} | "
          f"{loss_h:.2f}, {loss_e:.2f} | {100 * safe:.0f}")
print(f"Equal merit, extrapolated: {N_merit:.2e} cm^-3")
print(f"Equal dn per carrier, extrapolated: {N_carrier:.2e} cm^-3")

# Drude comparison: complex permittivity against weak-response formulas.
n_core, n_clad = 3.48, 1.44
omega = 2 * np.pi * const.c / (wavelength * 1e-6)
drude_merit = []
print("Drude at 1e18 cm^-3, rough masses and dc mobilities:")
for name, mass, mobility in (("electron", 0.26, 300),
                             ("hole", 0.37, 150)):
    m = mass * const.m_e
    tau = m * mobility * 1e-4 / const.e
    plasma2 = 1e24 * const.e**2 / (const.epsilon_0 * m)
    epsilon = n_core**2 - plasma2 / (omega**2 + 1j * omega / tau)
    index = np.sqrt(epsilon)
    dn = n_core - index.real
    alpha = 2 * omega * index.imag / const.c
    dn_formula = plasma2 / (2 * n_core * omega**2)
    alpha_formula = plasma2 / (n_core * const.c * omega**2 * tau)
    assert np.isclose(dn, dn_formula, rtol=0.01)
    assert np.isclose(alpha, alpha_formula, rtol=0.01)
    assert np.isclose(dn / alpha, const.c * tau / 2, rtol=0.01)
    drude_merit.append(dn / alpha)
    print(f"{name}: m/m0={mass}, mobility={mobility} cm^2/(V s)")
    print(f"  tau={tau * 1e15:.1f} fs, dn={dn:.3e}, "
          f"alpha={alpha / 100:.2f} cm^-1, F={dn / alpha * 1e6:.2f} um")
assert drude_merit[0] > drude_merit[1]

# Depletion width and an independent integration of Poisson's equation.
built_in, reverse = 0.9, 4.0
relative_epsilon = 11.7


def depletion_width(N, voltage):
    eps = relative_epsilon * const.epsilon_0
    return 1e6 * np.sqrt(eps * voltage / (const.e * N * 1e6))


N0 = 5e17
w0 = depletion_width(N0, built_in)
w1 = depletion_width(N0, built_in + reverse)
for voltage, width in ((built_in, w0), (built_in + reverse, w1)):
    x = np.linspace(-width, width, 20001) * 1e-6
    charge = const.e * N0 * 1e6 * np.sign(x)
    field = cumulative_trapezoid(
        charge / (relative_epsilon * const.epsilon_0), x, initial=0)
    assert np.isclose(-trapezoid(field, x), voltage, rtol=1e-3)

# Fundamental TE mode of the symmetric slab.
a = 0.25


def mode_condition(kappa):
    gamma = np.sqrt(k0**2 * (n_core**2 - n_clad**2) - kappa**2)
    return kappa * np.sin(kappa * a) - gamma * np.cos(kappa * a)


kappa = brentq(mode_condition, 1e-6, np.pi / (2 * a))
gamma = np.sqrt(k0**2 * (n_core**2 - n_clad**2) - kappa**2)
n_eff = np.sqrt(n_core**2 - (kappa / k0)**2)
norm = (a + np.sin(2 * kappa * a) / (2 * kappa)
        + np.cos(kappa * a)**2 / gamma)


def U(x):
    return (x / 2 + np.sin(2 * kappa * x) / (4 * kappa)) / norm


def device(s, widths, response):
    """First-order index shift and zero-bias absorption in cm^-1."""
    w_start, w_end = widths
    dn_h, dn_e, al_h, al_e = response
    factor = n_core / n_eff
    signal = factor * (
        dn_h * (U(s - w_start) - U(s - w_end))
        + dn_e * (U(s + w_end) - U(s + w_start)))
    loss = factor * (
        al_h * (U(s - w_start) - U(-a))
        + al_e * (U(a) - U(s + w_start)))
    return signal, loss


def direct_index(s, width, response):
    """Complex effective index from the discretized wave equation."""
    h = 0.0025
    left = -1.25 + h * np.arange(1000)
    right = left + h
    centre = left + h / 2

    def coverage(low, high):
        overlap = np.minimum(right, high) - np.maximum(left, low)
        return np.maximum(overlap, 0) / h

    p_part = coverage(-a, s - width)
    n_part = coverage(s + width, a)
    dn_h, dn_e, al_h, al_e = response
    index = np.where(np.abs(centre) < a, n_core, n_clad).astype(complex)
    index -= dn_h * p_part + dn_e * n_part
    index += 1j * 1e-4 * (al_h * p_part + al_e * n_part) / (2 * k0)
    main = k0**2 * index**2 - 2 / h**2
    side = np.ones(len(main) - 1) / h**2
    matrix = diags([side, main, side], [-1, 0, 1], format="csc")
    guess = (k0 * n_eff)**2 + 0.05
    start = np.exp(-(centre / 0.2)**2).astype(complex)
    value = eigs(matrix, k=1, sigma=guess, v0=start,
                 return_eigenvectors=False)[0]
    return np.sqrt(value) / k0


def best_offset(widths, response):
    limit = a - widths[1]
    offsets = np.linspace(-limit, limit, 4001)
    signal, loss = device(offsets, widths, response)
    position = np.argmin(loss / signal)
    assert 0 < position < len(offsets) - 1
    return offsets[position]


response0 = carrier_response(N0)
widths0 = (w0, w1)
best = best_offset(widths0, response0)
assert best > 0
direct_results = []
for s in (best, 0.0, -best):
    signal, loss = device(s, widths0, response0)
    start = direct_index(s, w0, response0)
    end = direct_index(s, w1, response0)
    direct_signal = end.real - start.real
    direct_loss = 2 * k0 * start.imag * 1e4
    assert np.isclose(signal, direct_signal, rtol=0.01)
    assert np.isclose(loss, direct_loss, rtol=0.01)
    direct_results.append((direct_signal, direct_loss))
assert direct_results[0][0] > direct_results[2][0]
assert direct_results[0][1] < direct_results[2][1]

# Mirror ordering at practical doping, and its reversal of signal
# beyond the extrapolated equal-index-per-carrier density.
for N in (2e17, 5e17, 1e18, 2e18, 2e20):
    widths = tuple(depletion_width(N, v)
                   for v in (built_in, built_in + reverse))
    for s in np.linspace(0.01, a - widths[1], 20):
        p_side = device(s, widths, carrier_response(N))
        n_side = device(-s, widths, carrier_response(N))
        assert (p_side[0] > n_side[0]) == (N < N_carrier)
        assert p_side[1] < n_side[1]

print("Slab modulator with equal doping:")
print(f"N={N0:.1e} cm^-3, core width={2 * a:.2f} um")
print(f"core index={n_core}, cladding index={n_clad}, n_eff={n_eff:.4f}")
print(f"built-in={built_in} V, reverse swing={reverse} V, "
      f"relative permittivity={relative_epsilon}")
print(f"depletion per side: {1000 * w0:.1f} to {1000 * w1:.1f} nm")
print("s nm | core power on p side % | dn_eff | loss dB/cm | "
      "pi length mm | pi loss dB")
for s in (best, 0.0, -best):
    signal, loss = device(s, widths0, response0)
    fraction = (U(s) - U(-a)) / (U(a) - U(-a))
    pi_length = wavelength / (2 * signal)
    pi_loss = to_db * loss * pi_length * 1e-4
    print(f"{1000 * s:.1f} | {100 * fraction:.1f} | {signal:.3e} | "
          f"{to_db * loss:.2f} | {pi_length / 1000:.2f} | {pi_loss:.2f}")

# Remove each difference between carriers to isolate its effect.
dn_h, dn_e, al_h, al_e = response0
same_index = best_offset(widths0, (dn_e, dn_e, al_h, al_e))
same_loss = best_offset(widths0, (dn_h, dn_e, al_e, al_e))
same_both = best_offset(widths0, (dn_e, dn_e, al_e, al_e))
assert same_index > 0 and same_loss > 0
assert abs(same_both) < 2e-4
print(f"Best s with equal carrier index: {1000 * same_index:.1f} nm")
print(f"Best s with equal carrier loss: {1000 * same_loss:.1f} nm")
print(f"Best s with both equal: {abs(1000 * same_both):.1f} nm")

print("Doping cm^-3 | best s nm | core power on p side %")
for N in (2e17, 5e17, 1e18, 2e18):
    widths = tuple(depletion_width(N, v)
                   for v in (built_in, built_in + reverse))
    s = best_offset(widths, carrier_response(N))
    fraction = (U(s) - U(-a)) / (U(a) - U(-a))
    assert s > 0 and fraction > 0.5
    print(f"{N:.0e} | {1000 * s:.1f} | {100 * fraction:.1f}")

print("no test failed")
```

Printed output:

```
Soref-Bennett inputs, density in cm^-3, absorption in cm^-1
A_e=8.8e-22, A_h=8.5e-18, hole exponent=0.8
k_e=8.5e-18, k_h=6.0e-18; wavelength=1.55 um
Material: N cm^-3 | dn_h, dn_e | alpha_h, alpha_e cm^-1
1e+17 | 3.384e-04, 8.800e-05 | 0.60, 0.85
1e+18 | 2.135e-03, 8.800e-04 | 6.00, 8.50
1e+19 | 1.347e-02, 8.800e-03 | 60.00, 85.00
N cm^-3 | F_h, F_e um | ratio | pi loss h, e dB | safe error %
1e+17 | 5.640, 1.035 | 5.45 | 0.60, 3.25 | 40
1e+18 | 3.559, 1.035 | 3.44 | 0.95, 3.25 | 30
1e+19 | 2.245, 1.035 | 2.17 | 1.50, 3.25 | 19
Equal merit, extrapolated: 4.80e+20 cm^-3
Equal dn per carrier, extrapolated: 8.41e+19 cm^-3
Drude at 1e18 cm^-3, rough masses and dc mobilities:
electron: m/m0=0.26, mobility=300 cm^2/(V s)
  tau=44.3 fs, dn=1.191e-03, alpha=1.79 cm^-1, F=6.65 um
hole: m/m0=0.37, mobility=150 cm^2/(V s)
  tau=31.6 fs, dn=8.364e-04, alpha=1.77 cm^-1, F=4.73 um
Slab modulator with equal doping:
N=5.0e+17 cm^-3, core width=0.50 um
core index=3.48, cladding index=1.44, n_eff=3.2756
built-in=0.9 V, reverse swing=4.0 V, relative permittivity=11.7
depletion per side: 34.1 to 79.6 nm
s nm | core power on p side % | dn_eff | loss dB/cm | pi length mm | pi loss dB
46.7 | 64.2 | 2.257e-04 | 12.15 | 3.43 | 4.17
0.0 | 50.0 | 2.231e-04 | 12.76 | 3.47 | 4.43
-46.7 | 35.8 | 2.006e-04 | 13.70 | 3.86 | 5.29
Best s with equal carrier index: 24.8 nm
Best s with equal carrier loss: 22.7 nm
Best s with both equal: 0.0 nm
Doping cm^-3 | best s nm | core power on p side %
2e+17 | 61.6 | 68.6
5e+17 | 46.7 | 64.2
1e+18 | 38.7 | 61.9
2e+18 | 33.2 | 60.2
no test failed
```
